# Square-Root Growth of the CID Correlation Energy for Noninteracting Si-H Bonds: a program that tests the result

```python
# Result under test: N noninteracting Si-H bonds, each with a bonding orbital s
# (doubly occupied) and an antibonding orbital a, have the CID energy
#     E_N = D - sqrt(D^2 + N K^2)  ->  -K sqrt(N)   for N >> (D/K)^2,
# while the exact energy in the space of pair excitations is N (D - sqrt(D^2 + K^2)).
# D: half the energy of the pair excitation s^2 -> a^2;  K = (sa|sa).
# E_S: singlet single-excitation energy;  G: its coupling to the pair excitation.
# Energies are measured from the Hartree-Fock reference.
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from pyscf import gto, scf, ao2mo, mcscf, ci, cc
from pyscf.fci import direct_spin1, cistring

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]


def silane(r_angstrom, basis="sto-3g", copies=1):
    """RHF for silane molecules placed 500 angstrom apart."""
    corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
    atoms = []
    for m in range(copies):
        shift = np.array([500.0 * m, 0, 0])
        atoms.append(("Si", shift))
        atoms += [("H", shift + r_angstrom / np.sqrt(3) * c) for c in corners]
    mol = gto.M(atom=atoms, basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-8
    mf.kernel()
    assert mf.converged
    return mf


def bond_integrals(mf):
    """One bond in the mean field of the rest, and the coupling of two bonds."""
    mol, overlap = mf.mol, mf.get_ovlp()
    h_ao = mol.aoslice_by_atom()[1:, 2]

    def equivalent_orbitals(block):
        u, _, vt = np.linalg.svd(block.T @ overlap[:, h_ao])
        return block @ u @ vt
    bonds = equivalent_orbitals(mf.mo_coeff[:, 5:9])
    antibonds = equivalent_orbitals(mf.mo_coeff[:, 9:13])
    orbs = np.column_stack([bonds[:, 0], antibonds[:, 0],
                            bonds[:, 1], antibonds[:, 1]])
    eri4 = ao2mo.restore(1, ao2mo.kernel(mol, orbs), 4)
    eri = eri4[:2, :2, :2, :2].copy()
    fock = orbs[:, :2].T @ mf.get_fock() @ orbs[:, :2]
    h = fock - 2 * eri[:, :, 0, 0] + eri[:, 0, 0, :]
    return h, eri, eri4[0, 1, 2, 3]


def parameters(h, eri):
    e_ref = 2 * h[0, 0] + eri[0, 0, 0, 0]
    d = (2 * h[1, 1] + eri[1, 1, 1, 1] - e_ref) / 2
    k = eri[0, 1, 0, 1]
    mean = h[0, 0] + h[1, 1] + eri[0, 0, 1, 1] - e_ref
    g = np.sqrt(2) * (eri[0, 1, 1, 1] - eri[0, 1, 0, 0])
    return d, k, mean + k, mean - k, g


def determinant_energy(h, eri, n, levels):
    """Lowest energy over all determinants with the given excitation levels."""
    norb = 2 * n
    h_all, eri_all = np.zeros((norb,) * 2), np.zeros((norb,) * 4)
    for b in range(n):
        idx = [b, n + b]
        h_all[np.ix_(idx, idx)] = h
        eri_all[np.ix_(idx, idx, idx, idx)] = eri
    strings = cistring.make_strings(range(norb), n)
    level = np.array([bin(int(s) >> n).count("1") for s in strings])
    total = (level[:, None] + level[None, :]).ravel()
    keep = np.flatnonzero(np.isin(total, levels))
    op = direct_spin1.absorb_h1e(h_all, eri_all, norb, (n, n), 0.5)
    matrix = np.empty((len(keep), len(keep)))
    for col, det in enumerate(keep):
        vec = np.zeros(len(total))
        vec[det] = 1
        image = direct_spin1.contract_2e(op, vec.reshape(len(strings), -1),
                                         norb, (n, n))
        matrix[:, col] = image.ravel()[keep]
    reference = n * (2 * h[0, 0] + eri[0, 0, 0, 0])
    return np.linalg.eigvalsh(matrix)[0] - reference


def pair_space(n, max_pairs, d, k):
    """Ground state over explicit sets of pair-excited bonds."""
    states = [s for m in range(max_pairs + 1) for s in combinations(range(n), m)]
    index = {s: i for i, s in enumerate(states)}
    matrix = np.diag([2.0 * d * len(s) for s in states])
    for s in states:
        if len(s) < max_pairs:
            for b in set(range(n)) - set(s):
                i, j = index[s], index[tuple(sorted(s + (b,)))]
                matrix[i, j] = matrix[j, i] = k
    val, vec = eigh(matrix, subset_by_index=[0, 0])
    return val[0], vec[:, 0], index


def cid(n, d, k):
    return d - np.sqrt(d * d + n * k * k)


def weight(n, d, k):
    return (1 + d / np.sqrt(d * d + n * k * k)) / 2


def cisd(n, d, k, e_s, g):
    c = k * np.sqrt(n)
    return np.linalg.eigvalsh([[0, 0, c], [0, e_s, g], [c, g, 2 * d]])[0]


def with_quadruples(n, d, k):
    c, q = k * np.sqrt(n), k * np.sqrt(2 * (n - 1))
    return np.linalg.eigvalsh([[0, c, 0], [c, 2 * d, q], [0, q, 4 * d]])[0]


# Silane supplies the parameters of one bond
r_bond = 1.48
mf = silane(r_bond)
h, eri, v_inter = bond_integrals(mf)
D, K, E_S, E_T, G = parameters(h, eri)
e1 = cid(1, D, K)
assert abs(h[0, 1] + eri[0, 1, 0, 0]) < 1e-7      # Brillouin condition
assert D > 0 and K > 0

# Full determinant matrices against the reduced formulas
det_cid = {}
for n in (1, 2, 3, 4):
    det_cid[n] = determinant_energy(h, eri, n, [0, 2])
    assert abs(det_cid[n] - cid(n, D, K)) < 1e-8
    det_cisd = determinant_energy(h, eri, n, [0, 1, 2])
    assert abs(det_cisd - cisd(n, D, K, E_S, G)) < 1e-8
bond_full = determinant_energy(h, eri, 1, [0, 1, 2])
for n in (2, 3):
    full = determinant_energy(h, eri, n, list(range(2 * n + 1)))
    assert abs(full - n * bond_full) < 1e-8

# Large N, with D = K = 1 so that the asymptotic range is reached
n = 1500
e_large = pair_space(n, 1, 1.0, 1.0)[0]
assert -np.sqrt(n) <= e_large <= -np.sqrt(n) + 1
assert abs(e_large - (-np.sqrt(n) + 1 - 0.5 / np.sqrt(n))) < 1e-5
assert abs(cisd(1e10, D, K, E_S, G) / (K * 1e5) + 1) < 1e-3

# The local exponent equals the weight of the reference
low, mid, high = (pair_space(m, 1, D, K) for m in (99, 100, 101))
slope = np.log(high[0] / low[0]) / np.log(101 / 99)
assert abs(slope - mid[1][0] ** 2) < 1e-4
assert abs(mid[1][0] ** 2 - weight(100, D, K)) < 1e-10


# Number of bonds at which CID recovers half of the exact pair energy
def half_count(d, k):
    r1 = np.sqrt(d * d + k * k)
    return 4 * r1 * (r1 + d) / k**2


n_half = int(half_count(3.0, 1.0))
one = pair_space(1, 1, 3.0, 1.0)[0]
assert pair_space(n_half, 1, 3.0, 1.0)[0] / (n_half * one) > 0.5
assert pair_space(n_half + 1, 1, 3.0, 1.0)[0] / ((n_half + 1) * one) < 0.5

# Product structure of the exact state, and truncation at quadruples
t = e1 / K
e_full, v_full, idx = pair_space(8, 8, D, K)
assert abs(e_full - 8 * e1) < 1e-10
assert abs(v_full[idx[(0,)]] / v_full[0] - t) < 1e-9
assert abs(v_full[idx[(0, 1)]] / v_full[0] - t * t) < 1e-9
assert abs(pair_space(20, 2, D, K)[0] - with_quadruples(20, D, K)) < 1e-10
assert abs(pair_space(30, 2, 0.0, 1.0)[0] + np.sqrt(3 * 30 - 2)) < 1e-10
assert abs(with_quadruples(1e10, D, K) / (K * 1e5) + np.sqrt(3)) < 1e-3

# Davidson correction at weak coupling: the N^2 error goes, a term in N stays
n, x = 20, 0.003**2
e_weak, v_weak, _ = pair_space(n, 1, 1.0, 0.003)
exact_weak = n * pair_space(1, 1, 1.0, 0.003)[0]
before = e_weak - exact_weak
after = before + (1 - v_weak[0] ** 2) * e_weak
assert abs(before / (n * (n - 1) * x * x / 8) - 1) < 0.02
assert abs(after / (-n * x * x / 8) - 1) < 0.02
davidson_large = (2 - weight(1e10, D, K)) * cid(1e10, D, K)
assert abs(davidson_large / (K * 1e5) + 1.5) < 1e-3

# Real silane, alone and as two distant molecules, valence electrons correlated
fci_silane = mcscf.CASCI(mf, 8, 8).kernel()[0] - mf.e_tot
two = silane(r_bond, copies=2)
assert abs(two.e_tot - 2 * mf.e_tot) < 1e-7
corr = {}
for name, method in (("CISD", ci.CISD), ("CCSD", cc.CCSD)):
    for copies, ref in ((1, mf), (2, two)):
        solver = method(ref, frozen=5 * copies)
        solver.conv_tol = 1e-9
        solver.max_cycle = 100
        solver.kernel()
        assert np.all(solver.converged)
        corr[name, copies] = solver.e_corr
cisd_error = corr["CISD", 2] - 2 * corr["CISD", 1]
ccsd_error = corr["CCSD", 2] - 2 * corr["CCSD", 1]
assert cisd_error > 1e-4 and abs(ccsd_error) < 1e-6
larger = cc.CCSD(silane(r_bond, "cc-pvdz"), frozen=5)
larger.kernel()
assert larger.converged

# Stretching amplitude and thermal excitation at the deposition temperature
temperature, wavenumber = 900.0, 2200.0
omega = 2 * np.pi * const.c * wavenumber * 100
mass = 28.0 * 1.0 / 29.0 * const.atomic_mass
kT = const.k * temperature
spread = np.sqrt(const.hbar / (2 * mass * omega)
                 / np.tanh(const.hbar * omega / (2 * kT)))
kT_eV = kT / const.e

ev = HARTREE_EV
print("Silane RHF/STO-3G, Si-H length (rough): %.3f nm" % (r_bond / 10))
print("Half pair-excitation energy D: %.4f eV" % (D * ev))
print("Pair-excitation energy 2D: %.4f eV" % (2 * D * ev))
print("Exchange coupling K: %.4f eV" % (K * ev))
print("Ratio D/K: %.4f" % (D / K))
print("Crossover number (D/K)^2: %.2f" % ((D / K) ** 2))
print("Number of bonds at half recovery: %.1f" % half_count(D, K))
print("Pair energy of one bond e1: %.5f eV" % (e1 * ev))
print("Pair amplitude t = e1/K: %.5f; t^2: %.6f" % (t, t * t))
for n in (1, 2, 3, 4):
    print("All-doubles determinant CID, N=%d: %.5f eV" % (n, det_cid[n] * ev))
a_si, side = 0.543, 10.0
n_surface = round(2 * (side / a_si) ** 2)
print("Si(001) lattice constant (rough): %.3f nm; side: %.0f nm" % (a_si, side))
print("Monohydride Si-H bonds on this square: %d" % n_surface)
print("Energies in eV; w = reference weight = local exponent; f = CID/exact")
print("N | CID | exact pair | -K sqrt(N) | w | f")
counts = (1, 4, 6, 12, 100, n_surface, 10**4, 10**6)
for n in counts:
    e = cid(n, D, K)
    print("%d | %.4f | %.4f | %.4f | %.4f | %.4f" % (
        n, e * ev, n * e1 * ev, -K * np.sqrt(n) * ev, weight(n, D, K),
        e / (n * e1)))
print("N | CISD | CID+quadruples | CID+Davidson, all in eV")
for n in (4, 12, n_surface, 10**6):
    print("%d | %.4f | %.4f | %.4f" % (
        n, cisd(n, D, K, E_S, G) * ev, with_quadruples(n, D, K) * ev,
        (2 - weight(n, D, K)) * cid(n, D, K) * ev))
print("Singlet single excitation E_S: %.4f eV" % (E_S * ev))
print("Singles-pair coupling G: %.4f eV" % (G * ev))
print("Full energy of one bond with singles: %.5f eV" % (bond_full * ev))
print("Coupling (s1 a1|s2 a2) of two bonds in silane: %.4f eV" % (v_inter * ev))
print("Four isolated bonds, 4 e1: %.4f eV" % (4 * e1 * ev))
print("Silane valence full CI, STO-3G: %.4f eV" % (fci_silane * ev))
print("Silane valence CCSD, cc-pVDZ: %.4f eV" % (larger.e_corr * ev))
print("Silane valence CISD, STO-3G: %.4f eV" % (corr["CISD", 1] * ev))
print("Two distant silanes, CISD: %.4f eV" % (corr["CISD", 2] * ev))
print("CISD additivity error: %.4f eV" % (cisd_error * ev))
print("CCSD additivity error below 1e-4 eV: %s" % (abs(ccsd_error * ev) < 1e-4))
print("Model CID additivity error, E_8 - 2 E_4: %.4f eV"
      % ((cid(8, D, K) - 2 * cid(4, D, K)) * ev))
print("Temperature: %.0f K; kT: %.4f eV" % (temperature, kT_eV))
print("Stretch wavenumber (rough): %.0f cm^-1; rms amplitude: %.5f nm"
      % (wavenumber, spread * 1e9))
for sign in (-1, 1):
    r = r_bond + sign * spread * 1e10
    d_r, k_r = parameters(*bond_integrals(silane(r))[:2])[:2]
    print("All bonds at %.4f nm: D %.4f eV, K %.4f eV, e1 %.5f eV"
          % (r / 10, d_r * ev, k_r * ev, cid(1, d_r, k_r) * ev))
print("Triplet excitation E_T: %.4f eV; log10 exp(-E_T/kT): %.1f"
      % (E_T * ev, -E_T * ev / kT_eV / np.log(10)))
print("tests ok")
```

It prints:

```
Silane RHF/STO-3G, Si-H length (rough): 0.148 nm
Half pair-excitation energy D: 18.0018 eV
Pair-excitation energy 2D: 36.0036 eV
Exchange coupling K: 3.8158 eV
Ratio D/K: 4.7177
Crossover number (D/K)^2: 22.26
Number of bonds at half recovery: 184.0
Pair energy of one bond e1: -0.39997 eV
Pair amplitude t = e1/K: -0.10482; t^2: 0.010987
All-doubles determinant CID, N=1: -0.39997 eV
All-doubles determinant CID, N=2: -0.79143 eV
All-doubles determinant CID, N=3: -1.17490 eV
All-doubles determinant CID, N=4: -1.55086 eV
Si(001) lattice constant (rough): 0.543 nm; side: 10 nm
Monohydride Si-H bonds on this square: 678
Energies in eV; w = reference weight = local exponent; f = CID/exact
N | CID | exact pair | -K sqrt(N) | w | f
1 | -0.4000 | -0.4000 | -3.8158 | 0.9891 | 1.0000
4 | -1.5509 | -1.5999 | -7.6316 | 0.9603 | 0.9694
6 | -2.2819 | -2.3998 | -9.3468 | 0.9438 | 0.9508
12 | -4.3318 | -4.7997 | -13.2183 | 0.9030 | 0.9025
100 | -24.1895 | -39.9971 | -38.1580 | 0.7133 | 0.6048
678 | -82.9734 | -271.1806 | -99.3576 | 0.5891 | 0.3060
10000 | -364.0031 | -3999.7137 | -381.5805 | 0.5236 | 0.0910
1000000 | -3797.8456 | -399971.3685 | -3815.8049 | 0.5024 | 0.0095
N | CISD | CID+quadruples | CID+Davidson, all in eV
4 | -1.5529 | -1.5993 | -1.6124
12 | -4.3362 | -4.7733 | -4.7519
678 | -82.9780 | -133.6860 | -117.0639
1000000 | -3797.8457 | -6567.2516 | -5687.8099
Singlet single excitation E_S: 21.1488 eV
Singles-pair coupling G: -1.0789 eV
Full energy of one bond with singles: -0.40056 eV
Coupling (s1 a1|s2 a2) of two bonds in silane: 0.4390 eV
Four isolated bonds, 4 e1: -1.5999 eV
Silane valence full CI, STO-3G: -1.9200 eV
Silane valence CCSD, cc-pVDZ: -4.0097 eV
Silane valence CISD, STO-3G: -1.8415 eV
Two distant silanes, CISD: -3.5220 eV
CISD additivity error: 0.1610 eV
CCSD additivity error below 1e-4 eV: True
Model CID additivity error, E_8 - 2 E_4: 0.1143 eV
Temperature: 900 K; kT: 0.0776 eV
Stretch wavenumber (rough): 2200 cm^-1; rms amplitude: 0.00918 nm
All bonds at 0.1388 nm: D 19.8965 eV, K 3.7248 eV, e1 -0.34566 eV
All bonds at 0.1572 nm: D 16.2530 eV, K 3.9108 eV, e1 -0.46389 eV
Triplet excitation E_T: 13.5172 eV; log10 exp(-E_T/kT): -75.7
tests ok
```
